# An Upper Limit on the Electronic Dielectric Constant of an Insulator: test program

```python
# Result under test: for an insulator with clamped nuclei,
#     eps(0) <= 1 + (plasma energy / optical gap)^2,
# where plasma energy^2 = 4 pi n in atomic units, n = density of all electrons,
# and the optical gap is the lowest energy at which Im eps is nonzero.
# Oscillator strength: f_m = 2 |P_m0|^2 / E_m, with P the total momentum and
# E_m the excitation energy. Static polarizability: sum of f_m / E_m^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10          # angstrom
FIELD_AU = const.physical_constants["atomic unit of electric field"][0]
AMU_IN_ME = const.atomic_mass / const.m_e


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# ---------- 1. Two interacting electrons on a ring, full diagonalization ----------
RING = 8.0                      # circumference, bohr
REPULSION = 1.0                 # hartree, multiplies cos(2 pi (x1-x2)/RING)
CUT = 11
index = np.arange(-CUT, CUT + 1)
waves = 2 * np.pi * index / RING
size = len(index)
one = np.eye(size)
shift = np.eye(size, k=1)
total_momentum = (waves[:, None] + waves[None, :]).ravel()
diff = index[None, :] - index[:, None]
safe = np.where(diff == 0, 1, diff)
# position operator on (-RING/2, RING/2) between plane waves
position = np.where(diff == 0, 0, (-1.0) ** np.abs(diff) * RING
                    / (2j * np.pi * safe))
dipole = np.kron(position, one) + np.kron(one, position)


def ring_hamiltonian(depth, vector_potential=0.0):
    single = np.diag((waves + vector_potential) ** 2 / 2)
    single = single - depth / 2 * (shift + shift.T)
    pair = REPULSION / 2 * (np.kron(shift, shift.T) + np.kron(shift.T, shift))
    return np.kron(single, one) + np.kron(one, single) + pair


def ground_energy(depth, vector_potential):
    return eigh(ring_hamiltonian(depth, vector_potential), eigvals_only=True,
                subset_by_index=[0, 0])[0]


def ring_strengths(depth):
    energies, states = eigh(ring_hamiltonian(depth))
    momentum = states[:, 1:].T @ (total_momentum * states[:, 0])
    excitation = energies[1:] - energies[0]
    return excitation, 2 * momentum ** 2 / excitation, energies[0], states[:, 0]


def energy_curvature(depth, e0, step=0.005):
    return (ground_energy(depth, step) + ground_energy(depth, -step)
            - 2 * e0) / step ** 2


DEEP, SHALLOW = 4.0, 0.5
exc, strength, e_ground, psi = ring_strengths(DEEP)
curv_deep = energy_curvature(DEEP, e_ground)
exc_s, strength_s, e_ground_s, _ = ring_strengths(SHALLOW)
curv_shallow = energy_curvature(SHALLOW, e_ground_s)
assert abs(2 - strength.sum() - curv_deep) < 1e-4
assert abs(2 - strength_s.sum() - curv_shallow) < 2e-3  # finite-difference error
assert abs(strength.sum() - 2) < 1e-3                   # localized electrons
assert curv_shallow > 0.05                              # mobile electrons

# motion after a sudden change of vector potential, against the strengths
kick = 1e-3
e_kick, s_kick = eigh(ring_hamiltonian(DEEP, kick))
overlap = s_kick.T @ psi
for time in (0.5, 1.7, 6.0):
    moved = s_kick @ (np.exp(-1j * e_kick * time) * overlap)
    velocity = np.sum(np.abs(moved) ** 2 * total_momentum) + 2 * kick
    predicted = 2 - np.sum(strength * (1 - np.cos(exc * time)))
    assert abs(velocity / kick - predicted) < 1e-3

# static polarizability from a finite electric field, against the strengths
static_field = 1e-3
dipoles = []
for sign in (1, -1):
    _, vec = eigh(ring_hamiltonian(DEEP) + sign * static_field * dipole,
                  subset_by_index=[0, 0])
    dipoles.append(np.real(vec[:, 0].conj() @ dipole @ vec[:, 0]))
alpha_field = -(dipoles[0] - dipoles[1]) / (2 * static_field)
alpha_sum = np.sum(strength / exc ** 2)
assert abs(alpha_field / alpha_sum - 1) < 1e-3
ring_gap = exc[strength > 1e-8].min()
alpha_bound = 2 / ring_gap ** 2
assert alpha_field < alpha_bound
assert exc[0] < ring_gap - 1e-3          # lowest excitation is dark

print("-- Interacting two-electron ring (atomic units) --")
show("Ring circumference", RING, "bohr")
show("Deep / shallow well amplitude: deep", DEEP, "hartree")
show("Deep / shallow well amplitude: shallow", SHALLOW, "hartree")
show("Repulsion amplitude", REPULSION, "hartree")
show("Strength sum, deep well (2 electrons)", strength.sum(), "", 7)
show("Strength sum, shallow well", strength_s.sum())
show("Energy curvature, shallow well", curv_shallow)
show("Lowest (dark) excitation", exc[0], "hartree")
show("Optical gap of ring", ring_gap, "hartree")
show("Polarizability from finite field", alpha_field, "a.u.", 5)
show("Polarizability from strengths", alpha_sum, "a.u.", 5)
show("Upper bound on polarizability", alpha_bound, "a.u.", 5)

# ---------- 2. Band model: filled, half-filled and core-like bands ----------
CELL = 5.0
recip = 2 * np.pi / CELL
orders = np.arange(-10, 11)
k_points = ((np.arange(200) + 0.5) / 200 - 0.5) * recip


def band_data(depth):
    levels, table = [], []
    for k in k_points:
        mom = k + recip * orders
        ham = np.diag(mom ** 2 / 2) - depth / 2 * (
            np.eye(21, k=1) + np.eye(21, k=-1))
        e, c = np.linalg.eigh(ham)
        p = c.T @ (mom[:, None] * c)
        gaps = e[None, :] - e[:, None] + np.eye(21)
        f = 2 * p ** 2 / gaps
        np.fill_diagonal(f, 0)
        levels.append(e)
        table.append(f)
    return np.array(levels), np.array(table)


def bound_usage(levels, table):
    excit = levels[:, 1:] - levels[:, :1]
    chi = np.mean(np.sum(table[:, 0, 1:] / excit ** 2, axis=1))
    return chi * excit.min() ** 2


levels, table = band_data(1.0)
filled = table[:, 0, :].sum(axis=1).mean()
half = table[np.abs(k_points) < recip / 4, 0, :].sum(axis=1).mean()
upper_to_empty = table[:, 1, 2:].sum(axis=1).mean()
lower_to_upper = table[:, 0, 1].mean()
assert abs(filled - 1) < 1e-5
assert half < 0.9
assert abs(upper_to_empty - 1 - lower_to_upper) < 1e-5
assert upper_to_empty > 1.01
usage_weak = bound_usage(levels, table)
usage_strong = bound_usage(*band_data(6.0))
assert usage_weak < usage_strong < 1
print("-- Band model, cell 5 bohr, potential amplitude 1 hartree --")
show("Strength per electron, filled band", filled, "", 6)
show("Strength per electron, half-filled band", half)
show("Two filled bands: upper-to-empty strength", upper_to_empty)
show("Susceptibility / bound, amplitude 1 hartree", usage_weak)
show("Susceptibility / bound, amplitude 6 hartree", usage_strong)

# ---------- 3. Local fields: polarizable points on a cubic lattice ----------
# isolated line at 1 hartree, plasma energy 1 hartree
eps_points = 1 + 1 / (1 - 1 / 3)
line = brentq(lambda w: 1 - 1 / (3 * (1 - w * w)), 0.0, 0.99)
assert abs(eps_points - (1 + 1 / line ** 2)) < 1e-9
assert eps_points > 1 + 1 / 1.0 ** 2
print("-- Local fields: isolated line and plasma energy 1 hartree --")
show("Dielectric constant with local fields", eps_points)
show("Shifted absorption line", line, "hartree")
show("False bound from isolated line", 1 + 1 / 1.0 ** 2)

# ---------- 4. Silica-like interlayer glass: rough typical inputs ----------
density, formula_mass = 2.2, 28.09 + 2 * 16.00      # g/cm3, g/mol
optical_gap, eps_electronic, porosity = 9.0, 2.1, 0.30
units_per_A3 = density / formula_mass * const.N_A * 1e-24


def plasma_squared(n_per_A3):
    omega2 = n_per_A3 * 1e30 * const.e ** 2 / (const.epsilon_0 * const.m_e)
    return const.hbar ** 2 * omega2 / const.e ** 2   # eV^2


n_all = 30 * units_per_A3
wp2 = plasma_squared(n_all)
wp2_valence = plasma_squared(16 * units_per_A3)
assert abs(wp2 / (4 * np.pi * n_all * BOHR ** 3 * HARTREE ** 2) - 1) < 1e-7
bound = 1 + wp2 / optical_gap ** 2
bound_valence = 1 + wp2_valence / optical_gap ** 2
bound_porous = 1 + (1 - porosity) * wp2 / optical_gap ** 2
mean_energy = np.sqrt(wp2 / (eps_electronic - 1))
assert eps_electronic < bound


def with_voids(eps, p):
    # spherical voids in a solid host (Maxwell Garnett)
    return eps * (2 * eps + 1 + 2 * p * (1 - eps)) / (2 * eps + 1 - p * (1 - eps))


def damped_solid(w):
    return (1 + 0.15 * wp2 / (12.0 ** 2 - w * w - 3j * w)
            + 0.85 * wp2 / (40.0 ** 2 - w * w - 15j * w))


def integrate(function):
    edges = [0, 10, 20, 40, 100, 400, np.inf]
    return sum(quad(function, a, b, limit=400)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def absorption(w):
    return with_voids(damped_solid(w), porosity).imag


kk_static = 1 + 2 / np.pi * integrate(lambda w: absorption(w) / w)
f_sum = 2 / np.pi * integrate(lambda w: absorption(w) * w)
direct_static = with_voids(damped_solid(0.0), porosity).real
assert abs(kk_static / direct_static - 1) < 1e-5
assert abs(f_sum / ((1 - porosity) * wp2) - 1) < 1e-4
print("-- Silica-like glass (rough typical inputs) --")
show("Mass density", density, "g/cm3")
show("Optical gap", optical_gap, "eV")
show("Electronic dielectric constant, rough", eps_electronic)
show("Void fraction of porous film", porosity)
show("Density of all electrons", n_all, "1/angstrom^3")
show("Plasma energy, all electrons", np.sqrt(wp2), "eV")
show("Plasma energy, valence electrons", np.sqrt(wp2_valence), "eV")
show("Strict bound, dense", bound)
show("Valence-only estimate, dense", bound_valence)
show("Strict bound, porous", bound_porous)
show("Mean excitation energy", mean_energy, "eV")
show("Share of the bound used", (eps_electronic - 1) / (bound - 1))
show("Porous test medium: static eps, direct", direct_static, "", 6)
show("Porous test medium: static eps, Kramers-Kronig", kk_static, "", 6)
show("Porous test medium: f-sum / dense plasma energy^2", f_sum / wp2, "", 5)

# ---------- 5. Effects left out of the bound ----------
# lattice: all infrared strength placed at one effective phonon energy
charge_si, charge_o, phonon = 3.2, -1.6, 0.08
masses = np.array([16.00, 28.09, 16.00])
charges = np.array([charge_o, charge_si, charge_o])
spring = np.array([[1., -1, 0], [-1, 2, -1], [0, -1, 1]])
static_response = charges @ np.linalg.pinv(spring) @ charges
mode2 = np.linalg.eigvalsh(spring / np.sqrt(np.outer(masses, masses)))[-1]
assert abs(static_response * mode2 / np.sum(charges ** 2 / masses) - 1) < 1e-9
lattice2 = plasma_squared(units_per_A3) * np.sum(charges ** 2 / masses) / AMU_IN_ME
lattice_part = lattice2 / phonon ** 2
k_dense = eps_electronic + lattice_part
k_porous = with_voids(k_dense, porosity)
signal = const.h * 10e9 / const.e
assert signal < phonon / 100

defect_part = plasma_squared(1e18 * 1e-24) / 5.0 ** 2
warm_shift = 1e-3 * 80                      # eV: 1 meV/K over 80 K, rough
warm_bound = 1 + wp2 / (optical_gap - warm_shift) ** 2

voltage, spacing, reduced_mass, breakdown = 0.7, 20.0, 0.4, 5.0


def field_energy(f, mass):
    return (f ** 2 / (2 * mass)) ** (1 / 3)


# energy scale checked on a particle in a linear potential with a hard wall
h = 0.01
x = h * np.arange(1, 2500)
lowest = eigh_tridiagonal(1 / (0.4 * h * h) + 0.3 * x,
                          np.full(len(x) - 1, -0.5 / (0.4 * h * h)),
                          eigvals_only=True, select="i", select_range=(0, 0))[0]
assert abs(lowest / (-ai_zeros(1)[0][0] * field_energy(0.3, 0.4)) - 1) < 1e-3
field = voltage / (spacing * 1e-9)          # V/m
edge_shift = field_energy(field / FIELD_AU, reduced_mass) * HARTREE
field_bound = 1 + wp2 / (optical_gap - edge_shift) ** 2
print("-- Effects left out (rough inputs) --")
show("Effective charge of Si (O: minus half)", charge_si, "e")
show("Effective phonon energy", phonon, "eV")
show("Lattice / electronic strength", lattice2 / wp2)
show("Lattice part of static k", lattice_part, "", 3)
show("Total static k, dense", k_dense, "", 3)
show("Total static k, porous", k_porous, "", 3)
show("Photon energy at 10 GHz", signal, "eV", 3)
show("Added eps, 1e18 cm^-3 defects absorbing at 5 eV", defect_part, "", 2)
show("Gap narrowing, 80 K at 1 meV/K", warm_shift, "eV", 2)
show("Rise of bound from warming", warm_bound - bound, "", 2)
show("Field at 0.7 V across 20 nm", field * 1e-8, "MV/cm", 3)
show("Rough breakdown field / working field", breakdown / (field * 1e-8), "", 2)
show("Field broadening of edge, reduced mass 0.4", edge_shift, "eV", 2)
show("Rise of bound from field", field_bound - bound, "", 2)
print("all tests passed")
```

Output:

```
-- Interacting two-electron ring (atomic units) --
Ring circumference: 8 bohr
Deep / shallow well amplitude: deep: 4 hartree
Deep / shallow well amplitude: shallow: 0.5 hartree
Repulsion amplitude: 1 hartree
Strength sum, deep well (2 electrons): 1.99998
Strength sum, shallow well: 0.1844
Energy curvature, shallow well: 1.816
Lowest (dark) excitation: 1.114 hartree
Optical gap of ring: 1.474 hartree
Polarizability from finite field: 0.91982 a.u.
Polarizability from strengths: 0.9198 a.u.
Upper bound on polarizability: 0.9208 a.u.
-- Band model, cell 5 bohr, potential amplitude 1 hartree --
Strength per electron, filled band: 1
Strength per electron, half-filled band: 0.8831
Two filled bands: upper-to-empty strength: 1.976
Susceptibility / bound, amplitude 1 hartree: 0.8354
Susceptibility / bound, amplitude 6 hartree: 0.9991
-- Local fields: isolated line and plasma energy 1 hartree --
Dielectric constant with local fields: 2.5
Shifted absorption line: 0.8165 hartree
False bound from isolated line: 2
-- Silica-like glass (rough typical inputs) --
Mass density: 2.2 g/cm3
Optical gap: 9 eV
Electronic dielectric constant, rough: 2.1
Void fraction of porous film: 0.3
Density of all electrons: 0.6614 1/angstrom^3
Plasma energy, all electrons: 30.2 eV
Plasma energy, valence electrons: 22.05 eV
Strict bound, dense: 12.26
Valence-only estimate, dense: 7.005
Strict bound, porous: 8.882
Mean excitation energy: 28.79 eV
Share of the bound used: 0.09769
Porous test medium: static eps, direct: 1.93558
Porous test medium: static eps, Kramers-Kronig: 1.93558
Porous test medium: f-sum / dense plasma energy^2: 0.7
-- Effects left out (rough inputs) --
Effective charge of Si (O: minus half): 3.2 e
Effective phonon energy: 0.08 eV
Lattice / electronic strength: 1.252e-05
Lattice part of static k: 1.78
Total static k, dense: 3.88
Total static k, porous: 2.84
Photon energy at 10 GHz: 4.14e-05 eV
Added eps, 1e18 cm^-3 defects absorbing at 5 eV: 5.5e-05
Gap narrowing, 80 K at 1 meV/K: 0.08 eV
Rise of bound from warming: 0.2
Field at 0.7 V across 20 nm: 0.35 MV/cm
Rough breakdown field / working field: 14
Field broadening of edge, reduced mass 0.4: 0.049 eV
Rise of bound from field: 0.12
all tests passed
```
